# Intervalley Phonon Scattering and the Equilibrium Populations of Two Inequivalent Valleys, part 1

(Sections cited here and not found follow in the second part.)

## From phonon rates to the population ratio

Consider a bulk semiconductor whose conduction band has two inequivalent kinds of minimum. Set 1 consists of $g_1$ equivalent valleys with minimum energy $E_1$, and set 2 of $g_2$ equivalent valleys with minimum energy $E_2$. The offset is $\Delta=E_2-E_1$, counted positive when set 2 lies higher. The kinetic energy $e$ of an electron is measured from the minimum of the valley it occupies, so its total energy in set $i$ is $E_i+e$. The densities $n_1$ and $n_2$ count all electrons in a set, summed over its equivalent valleys and both spins. Boltzmann's constant is $k$ where it multiplies a temperature; wave vectors are written in bold or with an index.

Each valley is parabolic with density-of-states mass $m_i$. The electrons are dilute enough for the occupation of any state to be small compared with one. No field is applied, and electrons and phonons share the temperature $T$. Intervalley transitions are caused by phonons of a single energy $\hbar\omega$, through a coupling constant $D$ that does not depend on the wave vectors and has the dimension of energy per length. The transitions conserve spin. Within each valley, other scattering processes keep the distribution Maxwellian. Under these conditions the steady state is

$$
\frac{n_2}{n_1}=\frac{g_2}{g_1}\left(\frac{m_2}{m_1}\right)^{3/2}e^{-\Delta/kT}\equiv R .
$$

This follows at once from equilibrium statistics. The purpose here is to obtain it from the rates, because the rates also show how fast the ratio is reached and what replaces it when a condition is dropped.

The phonons enter first. In a crystal of volume $V$ and mass density $\rho$, a vibration mode behaves as a harmonic oscillator of mass $\rho V$. Its displacement operator contains the ladder operators $a$ and $a^\dagger$ with the amplitude $\sqrt{\hbar/(2\rho V\omega)}$. The interaction energy is $D$ times the displacement. The transition of an electron from a state $\mathbf k$ in one valley to a state $\mathbf k'$ in another changes its crystal momentum by a definite amount, so one phonon mode is absorbed from, and one is emitted into, for each such pair of states. If the mode holds $n$ phonons, the ladder operators give

$$
|\langle n-1|a|n\rangle|^2=n,\qquad |\langle n+1|a^\dagger|n\rangle|^2=n+1 .
$$

In thermal equilibrium the probability of $n$ phonons is $p_n=(1-z)z^n$ with $z=e^{-\hbar\omega/kT}$. Since $\sum_n n z^n=z/(1-z)^2$, the mean number is

$$
N=\sum_n n\,p_n=\frac{z}{1-z}=\frac{1}{e^{\hbar\omega/kT}-1},
\qquad N+1=\frac{1}{1-z}.
$$

The thermally averaged squared matrix elements are therefore

$$
|M|^2=\frac{\hbar D^2}{2\rho V\omega}\times
\begin{cases}N&\text{absorption}\\ N+1&\text{emission,}\end{cases}
\qquad \frac{N+1}{N}=\frac1z=e^{\hbar\omega/kT}.
$$

The last relation carries the temperature of the phonons into the electron populations. The interaction is Hermitian, so the same $D^2$ governs a transition and its reverse. The reverse of an absorption is an emission: the two differ in the phonon factor and in nothing else.

The golden rule gives the rate into a particular final state as $(2\pi/\hbar)|M|^2$ times an energy delta function. Summing over final states requires the density of states per valley, per volume and for one spin, because spin is conserved. For a spherical valley,

$$
d_i(e)=\frac{1}{(2\pi)^3}\int d^3k\,\delta\!\left(\frac{\hbar^2k^2}{2m_i}-e\right)
=\frac{k_e^2}{2\pi^2}\,\frac{m_i}{\hbar^2k_e},
\qquad k_e=\frac{\sqrt{2m_ie}}{\hbar}.
$$

Here $d^3k=4\pi k^2dk$ was used, and the last factor is the reciprocal of the derivative $\hbar^2k_e/m_i$ of the argument of the delta function. Inserting $k_e$ gives

$$
d_i(e)=c_i\sqrt e,\qquad c_i=\frac{(2m_i)^{3/2}}{4\pi^2\hbar^3}\qquad(e\ge0),
$$

and $d_i(e)=0$ for $e<0$.

Many valleys are ellipsoids with one longitudinal mass $m_l$ and two transverse masses $m_t$. Writing each wave-vector component as $k_\alpha=\sqrt{m_\alpha/m}\,\kappa_\alpha$ turns the energy into $\hbar^2\kappa^2/2m$. The volume element becomes

$$
d^3k=\left(\frac{m_lm_t^2}{m^3}\right)^{1/2}d^3\kappa .
$$

The choice $m=(m_lm_t^2)^{1/3}$ makes the prefactor one, and the spherical result then holds unchanged. This is the mass of one valley. The number of valleys is kept separately in $g_i$ and must not be included in the mass a second time.

For a transition from set $i$ to set $j$ let $\Delta_{ij}=E_j-E_i$, so that $\Delta_{12}=\Delta$ and $\Delta_{21}=-\Delta$. Energy conservation reads $E_i+e\pm\hbar\omega=E_j+e'$, with the upper sign for absorption, and the final kinetic energy is $e'=e\pm\hbar\omega-\Delta_{ij}$. The sum over final states in one valley contributes $Vd_j(e')$, and there are $g_j$ such valleys. The volume cancels, and the constants combine to

$$
\frac{2\pi}{\hbar}\,\frac{\hbar D^2}{2\rho V\omega}\,V=\frac{\pi D^2}{\rho\omega}\equiv C .
$$

The scattering rate of an electron of kinetic energy $e$ in set $i$ is thus

$$
W_{ij}(e)=Cg_j\left[N\,d_j(e+\hbar\omega-\Delta_{ij})+(N+1)\,d_j(e-\hbar\omega-\Delta_{ij})\right].
$$

The convention that $d_j$ vanishes for negative argument removes forbidden transitions. In particular, an electron in the lower set cannot leave by absorption unless $e\ge\Delta-\hbar\omega$, or by emission unless $e\ge\Delta+\hbar\omega$.

The next quantity is the rate per electron, averaged over a valley. A Maxwellian occupation is proportional to $e^{-e/kT}$, and the number of electrons at energy $e$ is proportional to $d_i(e)e^{-e/kT}$. The average is

$$
w_{ij}=\frac{1}{Z_i}\int_0^\infty d_i(e)\,W_{ij}(e)\,e^{-e/kT}de,
\qquad Z_i=\int_0^\infty d_i(e)\,e^{-e/kT}de .
$$

The unknown normalization of the occupation cancels between numerator and denominator, as do the factors $g_i$ and two for spin. With $\int_0^\infty\sqrt e\,e^{-e/kT}de=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$
Z_i=c_i\frac{\sqrt\pi}{2}(kT)^{3/2}=\left(\frac{m_ikT}{2\pi\hbar^2}\right)^{3/2}.
$$

The power three halves of the mass therefore comes from the number of thermally accessible states in a three-dimensional parabolic valley.

The ratio of the upward and downward rates can be found without evaluating an overlap integral. Take the upward transition by absorption:

$$
w_{12}^{\rm abs}=\frac{Cg_2N}{Z_1}\int d_1(e)\,d_2(e+\hbar\omega-\Delta)\,e^{-e/kT}de .
$$

The integral may run over all real $e$, because the densities of states vanish outside the allowed range. Let $e_2=e+\hbar\omega-\Delta$ be the energy after the transition. Then $e=e_2+\Delta-\hbar\omega$, and

$$
w_{12}^{\rm abs}=\frac{Cg_2N}{Z_1}\,e^{-(\Delta-\hbar\omega)/kT}
\int d_2(e_2)\,d_1(e_2+\Delta-\hbar\omega)\,e^{-e_2/kT}de_2 .
$$

The reverse process is a downward transition by emission. With $\Delta_{21}=-\Delta$, its average is

$$
w_{21}^{\rm em}=\frac{Cg_1(N+1)}{Z_2}
\int d_2(e_2)\,d_1(e_2+\Delta-\hbar\omega)\,e^{-e_2/kT}de_2 .
$$

The same integral appears in both. On division it cancels, together with $C$:

$$
\frac{w_{12}^{\rm abs}}{w_{21}^{\rm em}}
=\frac{g_2Z_2}{g_1Z_1}\,\frac{N}{N+1}\,e^{\hbar\omega/kT}e^{-\Delta/kT}
=\frac{g_2Z_2}{g_1Z_1}\,e^{-\Delta/kT}.
$$

The phonon factor $N/(N+1)=e^{-\hbar\omega/kT}$ has removed the phonon energy left over from the change of variable. For the other pair, upward emission and downward absorption, the energies are related by $e=e_2+\Delta+\hbar\omega$. The sign of $\hbar\omega$ is reversed and the phonon factors are exchanged:

$$
\frac{w_{12}^{\rm em}}{w_{21}^{\rm abs}}
=\frac{g_2Z_2}{g_1Z_1}\,\frac{N+1}{N}\,e^{-\hbar\omega/kT}e^{-\Delta/kT}
=\frac{g_2Z_2}{g_1Z_1}\,e^{-\Delta/kT}.
$$

Since $Z_2/Z_1=(m_2/m_1)^{3/2}$, both pairs have the ratio $R$. Hence $w_{12}^{\rm abs}=Rw_{21}^{\rm em}$ and $w_{12}^{\rm em}=Rw_{21}^{\rm abs}$, and addition gives

$$
w_{12}=R\,w_{21}.
$$

Several phonon branches with different energies and couplings would each obey this relation, so their sum obeys it too. The result does not require one particular phonon energy, but its derivation takes every phonon population to be at $T$.

The populations follow from particle balance. Electrons leave set 1 at the total rate $n_1w_{12}$ and enter it at the rate $n_2w_{21}$:

$$
\frac{dn_1}{dt}=-n_1w_{12}+n_2w_{21}=-\frac{dn_2}{dt}.
$$

In the steady state the two terms balance, and

$$
\frac{n_2}{n_1}=\frac{w_{12}}{w_{21}}=R ,
$$

which is the stated law. With the total density $n=n_1+n_2$ fixed, substitution of $n_1=n-n_2$ gives the time dependence:

$$
\frac{dn_2}{dt}=nw_{12}-(w_{12}+w_{21})n_2 .
$$

Its solution is

$$
n_2(t)=n_2^\infty+\left[n_2(0)-n_2^\infty\right]e^{-t/\tau},\qquad
\frac1\tau=w_{12}+w_{21},\qquad n_2^\infty=\frac{nR}{1+R}.
$$

The coupling $D$, the mass density and the phonon energy all affect the time scale but drop out of the final ratio.

The time scale needs the averages themselves, and for parabolic valleys these have a closed form. Define

$$
J(a)=\int_{\max(0,-a)}^\infty\sqrt{e(e+a)}\;e^{-e/kT}de .
$$

For $a>0$, put $e+a/2=(a/2)\cosh t$. Then $e(e+a)=(a/2)^2(\cosh^2t-1)=(a/2)^2\sinh^2t$ and $de=(a/2)\sinh t\,dt$. With $y=a/2kT$,

$$
J(a)=\left(\frac a2\right)^2e^{y}\int_0^\infty\sinh^2t\;e^{-y\cosh t}dt .
$$

Since $\sinh t\,e^{-y\cosh t}$ is the derivative of $-e^{-y\cosh t}/y$, integration by parts leaves

$$
\int_0^\infty\sinh^2t\;e^{-y\cosh t}dt=\frac1y\int_0^\infty\cosh t\;e^{-y\cosh t}dt=\frac{K_1(y)}{y},
$$

where the boundary terms vanish and the last integral defines the modified Bessel function $K_1$. Because $(a/2)^2/y=akT/2$, the result is $J(a)=(akT/2)e^{a/2kT}K_1(a/2kT)$. For negative argument, the shift $e=e'+a$ in $J(-a)$ gives $J(-a)=e^{-a/kT}J(a)$. Both signs are covered by

$$
J(a)=\frac{|a|kT}{2}\,e^{a/2kT}K_1\!\left(\frac{|a|}{2kT}\right).
$$

The factor $c_i$ cancels between the numerator of $w_{ij}$ and $Z_i$, and the mean rate becomes

$$
w_{ij}=\frac{2Cg_jc_j}{\sqrt\pi\,(kT)^{3/2}}
\left[N\,J(\hbar\omega-\Delta_{ij})+(N+1)\,J(-\hbar\omega-\Delta_{ij})\right].
$$

Two limits make the overlap integral intelligible. For $a\to0$, $K_1(y)\to1/y$ and $J\to(kT)^2$, which is finite. For $a\gg kT$, the expansion $K_1(y)\approx\sqrt{\pi/2y}\,e^{-y}(1+3/8y)$ gives

$$
J(a)\approx\frac{\sqrt\pi}{2}(kT)^{3/2}\sqrt a\left(1+\frac{3kT}{4a}\right).
$$

The leading term describes electrons that start at the bottom of the upper valley and arrive at kinetic energy $a$ in the lower one. The correction comes from their mean thermal energy $3kT/2$, which raises $\sqrt a$ by the fraction $3kT/4a$. In the opposite direction $J(-a)$ carries the additional factor $e^{-a/kT}$, because only electrons with kinetic energy above $a$ in the lower valley can transfer.

For Maxwellian valleys that share the temperature of the phonons, the rates give the population ratio $R$, approached at the rate $w_{12}+w_{21}$, with the mean rates in closed form for parabolic valleys. It remains to apply these results to indium phosphide and to examine what changes when the conditions are dropped.
